# Planar Hall Correction in Second-Harmonic Analysis of Spin-Orbit Torques

A Hall bar carries the current $I(t)=I_0\sin\omega t$ along $x$, and its Hall voltage is measured along $y$. The magnetic film lies in the $xy$ plane and is magnetized perpendicular to it. We treat the magnetization as one unit vector $\mathbf m$ and denote its state by $s=\mathrm{sign}(m_z)=\pm1$. All magnetic fields are given as $B$ in tesla. The anisotropy field is $B_Km_z\hat z$, with $B_K>0$, and a field $\mathbf B$ is applied in the plane.

The current adds the field
$$\sin\omega t\,\left[h_D\,(\hat y\times\mathbf m)+h_F\,\hat y\right].$$
The first term produces a torque of the damping-like form $\mathbf m\times(\hat y\times\mathbf m)$. The second is field-like and includes the Oersted field of the current. The amplitudes $h_D,h_F$ belong to the current amplitude $I_0$ and are small compared with $B_K$.

The Hall resistance has an anomalous and a planar part,
$$R=R_Am_z+2R_Pm_xm_y,\qquad \xi=\frac{R_P}{R_A}.$$
For polar angles $\theta,\varphi$ the planar part is $R_P\sin^2\theta\sin2\varphi$, which fixes the factor 2. The current varies slowly enough for $\mathbf m$ to follow its equilibrium, and the magnetic damping is assumed large enough that the damping-like torque does not destabilize that equilibrium. Thermoelectric voltages are left out until part (f).

## (a) How does the magnetization respond?

Find the equilibrium without current-induced fields, and its change to first order in $h_D,h_F$ at an in-plane field $B<B_K$.

**Solution.** A static magnetization feels no torque, so it is parallel to the total field. Without the current-induced fields, $\mathbf B+B_Km_z\hat z=\lambda\mathbf m$. The $z$ component gives $\lambda=B_K$ for $m_z\ne0$. With $u=B/B_K$ and $c=\sqrt{1-u^2}$,
$$m_x=\frac{B_x}{B_K},\qquad m_y=\frac{B_y}{B_K},\qquad m_z=sc.$$

This state is stable. In the plane containing $\mathbf B$ and $z$, the energy per magnetic moment is $E=-\tfrac12B_K\cos^2\theta-B\sin\theta$. At $\sin\theta=u$ its second derivative is $B_K\cos2\theta+B\sin\theta=B_K(1-u^2)>0$. Turning $\mathbf m$ away from the azimuth of $\mathbf B$ also costs energy.

Now take the current-induced field at the instant $\sin\omega t=1$. Since $\hat y\times\mathbf m=(m_z,0,-m_x)$, the conditions become
$$B_x+h_Dm_z=\lambda m_x,\quad B_y+h_F=\lambda m_y,\quad B_Km_z-h_Dm_x=\lambda m_z.$$
The last one gives $\lambda=B_K-h_Dm_x/m_z$. We insert this in the other two and keep first-order terms:
$$B_K\delta m_x-h_D\frac{m_x^2}{m_z}=h_Dm_z,\qquad B_K\delta m_y-h_D\frac{m_xm_y}{m_z}=h_F.$$
Hence
$$\delta m_x=\frac{h_D(m_x^2+m_z^2)}{B_Km_z},\qquad \delta m_y=\frac{h_F}{B_K}+\frac{h_Dm_xm_y}{B_Km_z}.$$

The unit length requires $m_x\delta m_x+m_y\delta m_y+m_z\delta m_z=0$. In the first two terms the factor multiplying $h_Dm_x/(B_Km_z)$ is $m_x^2+m_z^2+m_y^2=1$, so
$$\delta m_z=-\frac1{B_K}\left[\frac{h_Dm_x}{m_z^2}+\frac{h_Fm_y}{m_z}\right].$$
The planar Hall effect needs $\delta(m_xm_y)=m_y\delta m_x+m_x\delta m_y$, which is
$$\delta(m_xm_y)=\frac1{B_K}\left[\frac{h_Dm_y(m_z^2+2m_x^2)}{m_z}+h_Fm_x\right].$$

The expansion requires $|\delta m_z|\ll|m_z|$, which is ensured by $|h_D|,|h_F|\ll B_K|m_z|^3$. It therefore fails close to $B_K$, where $m_z$ is small. There the $z$ component $-h_Dm_x$ of the current-induced field can even reverse the state $s$.

## (b) What are the harmonic voltages?

Let $V_\omega$ be the coefficient of $\sin\omega t$ and $V_{2\omega}$ that of $\cos2\omega t$. Find them for fields along $x$ and along $y$.

**Solution.** To first order the resistance is $R+\delta R\sin\omega t$, with $\delta R=R_A\delta m_z+2R_P\delta(m_xm_y)$. Multiplication by the current gives
$$V=I_0R\sin\omega t+I_0\delta R\sin^2\omega t,\qquad \sin^2\omega t=\tfrac12(1-\cos2\omega t).$$
Therefore $V_\omega=I_0R$ and $V_{2\omega}=-\tfrac12I_0\delta R$. A lock-in amplifier with the opposite second-harmonic phase convention reverses the sign of $V_{2\omega}$.

For $\mathbf B\parallel x$ we have $\mathbf m=(u,0,sc)$. Part (a) gives $\delta m_z=-h_Du/(B_Kc^2)$ and $\delta(m_xm_y)=h_Fu/B_K$, so
$$V_{2\omega,x}=\frac{I_0R_Au}{2B_K}\left(\frac{h_D}{c^2}-2\xi h_F\right).$$

For $\mathbf B\parallel y$ we have $\mathbf m=(0,u,sc)$. Now $\delta m_z=-sh_Fu/(B_Kc)$, because $1/s=s$, and $\delta(m_xm_y)=sch_Du/B_K$. Thus
$$V_{2\omega,y}=s\,\frac{I_0R_Au}{2B_K}\left(\frac{h_F}{c}-2\xi c\,h_D\right).$$

The mixing has a simple origin. With the field along $x$, $m_x$ is finite, and the field-like term makes $m_y$ oscillate. Their product is a planar Hall signal at the same frequency as the anomalous Hall signal of the damping-like term. With the field along $y$ the roles are exchanged.

## (c) How are the two fields recovered from small-field sweeps?

The measured slopes and curvatures at zero field are combined into
$$D=-2s\,\frac{\partial V_{2\omega}/\partial B_x}{\partial^2V_\omega/\partial B_x^2},\qquad F=-2\,\frac{\partial V_{2\omega}/\partial B_y}{\partial^2V_\omega/\partial B_y^2}.$$
Express $D,F$ through $h_D,h_F$ and invert the result.

**Solution.** In either sweep $m_xm_y=0$ without current-induced fields, so
$$V_\omega=sI_0R_A\sqrt{1-u^2}\approx sI_0R_A\left(1-\frac{B^2}{2B_K^2}\right),\qquad V_\omega''=-\frac{sI_0R_A}{B_K^2}.$$
Setting $c\to1$ in part (b) gives the slopes
$$\frac{\partial V_{2\omega}}{\partial B_x}=\frac{I_0R_A}{2B_K^2}(h_D-2\xi h_F),\qquad \frac{\partial V_{2\omega}}{\partial B_y}=\frac{sI_0R_A}{2B_K^2}(h_F-2\xi h_D).$$
On division $I_0R_A/B_K^2$ cancels. In $D$ the prefactor $s$ removes the sign of the curvature; in $F$ the signs of slope and curvature cancel. Thus
$$D=h_D-2\xi h_F,\qquad F=h_F-2\xi h_D.$$

Adding $2\xi F$ to $D$ eliminates $h_F$: $D+2\xi F=(1-4\xi^2)h_D$. Adding $2\xi D$ to $F$ eliminates $h_D$. For $|\xi|\ne\tfrac12$,
$$\boxed{h_D=\frac{D+2\xi F}{1-4\xi^2},\qquad h_F=\frac{F+2\xi D}{1-4\xi^2}.}$$

For $\xi=0$ the sweeps separate, with $h_D=D$ and $h_F=F$. If instead $h_F=2\xi h_D$, then $F=0$: a real field-like field gives no slope in the $y$ sweep.

The ratio $\xi$ can be measured separately. An in-plane field well above $B_K$ turns $\mathbf m$ into the plane, where $V_\omega=I_0R_P\sin2\varphi$. Half the difference between the voltages at $\varphi=45^\circ$ and $-45^\circ$ is $I_0R_P$. A slight tilt of the field leaves $m_z\approx B_z/(B-B_K)$, and its anomalous Hall voltage cancels in this difference only if $B_z$ is the same at both azimuths. With the parameters of part (g), a rotation plane tilted by $2^\circ$ about $x$ at 2.5 T would give $\xi=0.34$ instead of 0.30. The anomalous term is odd in $\mathbf m$ and the planar term even, so averaging the voltages at $\mathbf B$ and $-\mathbf B$ removes this error.

## (d) When is the inversion ill-conditioned?

Find the combinations of fields that decouple, and the effect of a small error $\delta\xi$.

**Solution.** The sum and difference of the two equations are
$$D+F=(1-2\xi)(h_D+h_F),\qquad D-F=(1+2\xi)(h_D-h_F).$$
Errors in the measured sum are multiplied by $1/(1-2\xi)$, and those in the difference by $1/(1+2\xi)$. At $\xi=\tfrac12$ the sum of the fields has disappeared from the small-field data; at $\xi=-\tfrac12$ the difference has.

Suppose $D,F$ are held fixed while $\xi$ changes. Differentiation gives
$$\delta h_D-2\xi\delta h_F=2h_F\delta\xi,\qquad \delta h_F-2\xi\delta h_D=2h_D\delta\xi.$$
These have the same form as the equations of part (c), so
$$\delta h_D=\frac{2\delta\xi(h_F+2\xi h_D)}{1-4\xi^2},\qquad \delta h_F=\frac{2\delta\xi(h_D+2\xi h_F)}{1-4\xi^2}.$$

## (e) Can the small-field approximation be avoided?

Construct an inversion for a finite field below $B_K$, within the range of validity given in part (a), using $V_\omega$ to find the magnetization angle.

**Solution.** To first order in the current-induced fields,
$$c=\frac{V_\omega(B)}{V_\omega(0)},\qquad B_K=\frac{B}{\sqrt{1-c^2}},\qquad I_0R_A=sV_\omega(0).$$
Define the scaled signals
$$X=\frac{2B_KV_{2\omega,x}}{I_0R_Au}=\frac{h_D}{c^2}-2\xi h_F,\qquad Y=\frac{2sB_KV_{2\omega,y}}{I_0R_Au}=\frac{h_F}{c}-2\xi c\,h_D.$$
To eliminate $h_F$, form $X/c+2\xi Y$. The terms in $h_F$ cancel, and $h_D$ is multiplied by $\Delta=c^{-3}-4\xi^2c$. To eliminate $h_D$, form $Y/c^2+2\xi cX$; the factor of $h_F$ is again $\Delta$. Hence
$$h_D=\frac{X/c+2\xi Y}{\Delta},\qquad h_F=\frac{Y/c^2+2\xi cX}{\Delta}.$$

As $c\to1$ this becomes the result of part (c). The construction relies on the purely uniaxial anisotropy field $B_Km_z\hat z$ and on aligned in-plane fields. A higher-order anisotropy term changes the relation between $c$, $B$ and the response at finite $u$ and biases the result, whereas it drops out of the zero-field ratios of part (c). Misalignment and thermoelectric voltages are not removed by this inversion either. A constant offset resistance, as from staggered Hall contacts, drops out of the derivatives of part (c) but not out of $c$ and $V_\omega(0)$. It must first be subtracted as the mean of the zero-field voltages of the two states. With the parameters of part (g), an offset of 0.1 Ω left in place shifts the fields found at 300 mT by 0.06 to 0.08 mT. At $|\xi|=\tfrac12$, $\Delta=(1-c^4)/c^3$ is positive at finite field, so the degeneracy is lifted. For $|\xi|>\tfrac12$ the inversion fails at the field where $c^4=1/(4\xi^2)$.

## (f) Which errors do misalignment and heating cause?

Treat an azimuth error $\delta$ common to both sweeps, an anomalous Nernst voltage, and a periodic reduction of $B_K$.

**Solution.** *Azimuth error.* In the nominal $x$ sweep, $m_x=u\cos\delta$ and $m_y=u\sin\delta$. At small $u$, part (a) gives
$$\frac{\partial V_{2\omega}}{\partial B}=\frac{I_0R_A}{2B_K^2}(D\cos\delta+sF\sin\delta).$$
The planar Hall effect now adds $I_0R_Pu^2\sin2\delta$ to $V_\omega$, so
$$V_\omega''=-\frac{sI_0R_A}{B_K^2}(1-2s\xi\sin2\delta).$$
The ratio is changed by $\delta D=s\delta(F+4\xi D)$ to first order in the angle. For the $y$ sweep, replacing $\delta$ by $90^\circ+\delta$ gives $\delta F=-s\delta(D+4\xi F)$. Both changes reverse with $s$, so averaging the results of the two states cancels them to first order.

*Nernst voltage.* Joule heat leaving through the substrate creates a temperature gradient along $z$. The anomalous Nernst field is proportional to $\hat z\times\mathbf m$, whose $y$ component is $m_x$. Heating follows $\sin^2\omega t$, so the voltage is $V_Nm_x\sin^2\omega t$. It adds $-V_N/(2B_K)$ to the slope of the $x$ sweep, and
$$\delta D=-2s\,\frac{-V_N/(2B_K)}{-sI_0R_A/B_K^2}=-\frac{B_KV_N}{I_0R_A}.$$
This shift does not depend on $s$, so averaging the states leaves it in place. The inversion then gives $\delta h_D=\delta D/(1-4\xi^2)$ and $\delta h_F=2\xi\,\delta D/(1-4\xi^2)$.

*Change of anisotropy.* Let heating reduce $B_K$ by the fraction $\eta\sin^2\omega t$, with $\eta\ll1$ and $R_A,R_P$ fixed. Both the slope and the curvature contain $1/B_K^2$, which acquires the factor $1+2\eta\sin^2\omega t$. From $\sin^3\omega t=(3\sin\omega t-\sin3\omega t)/4$, the curvature is multiplied by $1+3\eta/2$. In $\sin^4\omega t$ the coefficient of $\cos2\omega t$ is $-\tfrac12$, the same as in $\sin^2\omega t$, so the slope is multiplied by $1+2\eta$. Their ratio, and hence both extracted fields, rise by the fraction $\eta/2$.

## (g) What does the correction change in a Pt/Co/AlOx Hall bar?

Use rough parameters for such a film: $B_K=900$ mT, $R_A=0.80\ \Omega$, $R_P=0.24\ \Omega$, 3.0 nm of Pt, 0.6 nm of Co and a width of 5.0 µm. The current density is $5.0\times10^{10}$ A/m², and the assumed fields are $h_D=3$ mT and $h_F=2$ mT.

**Solution.** The current amplitude is 0.900 mA, so $I_0R_A=720$ µV. With $\xi=0.30$,
$$D=3-0.6\times2=1.8\ \text{mT},\qquad F=2-0.6\times3=0.2\ \text{mT}.$$
Without the correction, the damping-like field is 40% too small and the field-like field 90% too small, relative to their true values. These relative errors, $-2\xi h_F/h_D$ and $-2\xi h_D/h_F$, are proportional to the assumed $\xi$ (for $\xi=0.125$ they would be 17% and 38%) and change sign with the relative sign of the two fields: for $h_F=-2$ mT the uncorrected values would be too large in magnitude by the same fractions. The inversion restores them:
$$h_D=\frac{1.8+0.6\times0.2}{0.64}=3.0\ \text{mT},\qquad h_F=\frac{0.2+0.6\times1.8}{0.64}=2.0\ \text{mT}.$$
The same values follow from simulated voltages, obtained by solving the nonlinear equilibrium through the current cycle and projecting out the harmonics.

Dividing the torque per area, $M_st_{\rm Co}h$, by $\hbar j/(2e)$ gives a dimensionless torque efficiency. For $M_s=10^6$ A/m and the mean current density $j$, the corrected efficiencies are 0.109 and 0.073. The uncorrected ones are 0.066 and 0.007.

**Precision.** At 100 mT, $V_\omega$ has dropped by 4.46 µV, while $V_{2\omega}$ is 81.7 nV along $x$ and 9.9 nV along $y$. Errors in $D+F$ are amplified 2.5 times, and those in $D-F$ are multiplied by 0.625. Using $\xi=0.31$ instead of 0.30 in the inversion raises $h_D$ by 0.125 mT and $h_F$ by 0.138 mT; the first-order formula of part (d) gives 0.119 and 0.131 mT.

**Sweep range.** Straight-line and parabola fits to 41 equally spaced fields over $\pm100$ mT give 3.04 and 2.04 mT; over $\pm300$ mT they give 3.40 and 2.37 mT. The formulas of part (b) show why. To order $u^2$, $X=D+u^2h_D$ and $Y=F+\tfrac12u^2(h_F+2\xi h_D)$, so the correction to the small quantity $F$ is set by the larger fields themselves. The quartic term of $V_\omega$ raises the magnitude of the fitted curvature, which offsets a smaller part of the increase. The finite-field inversion at 300 mT returns 3.00 and 2.00 mT.

**The degenerate case.** If $R_P$ is raised to $R_A/2$, the field pairs $(3,2)$ and $(5,4)$ mT both give $D=1$ and $F=-1$ mT. At 450 mT, $c^2=0.75$, and their scaled $x$ signals differ by $2/0.75-2=0.667$ mT, as the simulation also finds.

**Comparison with real devices.** Damping-like fields of a few millitesla and efficiencies near 0.1 are reasonable for Pt/Co, but $\xi$ and $h_F$ depend on the stack and should be measured for each film. The simulation shows that the inversion is consistent with the assumed resistance and torques, not that a real film obeys them. Corrected fields should therefore be compared with an independent measurement. Of the neglected effects sized here for small-field sweeps, the Nernst voltage has the largest upper estimate. A heat flux of $3.15\times10^6$ W/m², a film conductivity of 20 W/(m K) and a rough Nernst coefficient of 0.2 µV/K give $V_N=158$ nV, with the full flux acting through the film and no electrical shunting. The shifts are $-0.31$ mT in $h_D$ and $-0.18$ mT in $h_F$, about 10% of each; their sign follows the assumed sign of $V_N$. In this stack the Co lies above the Pt. If heat leaves only through the substrate, the Co is crossed only by heat generated within it, and the Pt shunts the voltage. For uniform heating the mean flux in the Co is 1/12 of the total, and for equal conductivities 1/6 of the voltage remains. Both shifts then fall below 0.005 mT.

The other small-field estimates are smaller than the upper Nernst estimate:

- The Oersted field, about 0.09 mT in magnitude, is part of $h_F$ and must be subtracted with its sign to isolate the spin-orbit contribution.
- A $2^\circ$ azimuth error shifts $(h_D,h_F)$ by $(0.068,-0.027)$ mT in the up state and $(-0.056,0.041)$ mT in the down state. The average error is below 0.01 mT.
- A temperature rise of 0.23 K across a 100 nm oxide, with an assumed $B_K$ loss of 0.2% per kelvin, changes either field by less than 0.001 mT. Heating of the substrate is not included.
- If both torques grow as $1+\sin^2\theta$, the $\pm100$ mT fits rise by 0.024 and 0.016 mT. At 300 mT the finite-field inversion would return the local torque coefficients, larger by $u^2=11\%$, a change comparable with the upper Nernst estimate.

Domain formation is not sized. The analysis therefore requires sweeps in which the film stays uniformly magnetized and keeps its state $s$. The remaining estimates are listed in the numerical output. The lag given there is the angular frequency times the zero-field relaxation time of the magnetization, an order-of-magnitude scale rather than a strict bound, and the 50 mT anisotropy entry refers to an added higher-order anisotropy term, not to a larger $B_K$.

## Table of computed values

```
Pairs are listed as damping-like, field-like
Anisotropy field B_K: 900 mT
R_A, R_P: 0.80, 0.24 ohm; xi = 0.30
Current density: 5.0e+10 A/m2; I0 = 0.900 mA
Bar width: 5.0 um
Pt, Co thickness: 3.0, 0.6 nm
Magnetization: 1.0e+06 A/m
Input fields h_D, h_F: 3.000, 2.000 mT
Anomalous Hall voltage I0*R_A: 720.0 uV
Drop of V1 from 0 to 100 mT along x: 4.458 uV
V2 at 100 mT along x, y: 81.67, 9.94 nV
Uncorrected ratios D, F: 1.800, 0.200 mT
Recovered by coupled inversion: 3.000, 2.000 mT
1 - 4 xi^2: 0.640
Error gain of h_D+h_F, 1/(1-2 xi): 2.50
Error gain of h_D-h_F, 1/(1+2 xi): 0.625
xi from 2500 mT in-plane field: 0.3000
Shift for xi too large by 0.01: 0.125, 0.138 mT
Recovered, fit window +-100 mT: 3.042, 2.040 mT
Recovered, fit window +-300 mT: 3.399, 2.370 mT
Finite-field inversion at 300 mT: 3.000, 2.000 mT
B_K from V1 at 300 mT: 899.98 mT
xi=1/2, h=(3,2) mT: D, F: 1.000, -1.000 mT
xi=1/2, h=(5,4) mT: D, F: 1.000, -1.000 mT
xi=1/2, split of scaled x signal at 450 mT: 0.667 mT
Torque efficiencies, uncorrected: 0.0656, 0.0073
Torque efficiencies, corrected: 0.1094, 0.0729
Neglected effects (rough sizes):
Resistivity: 35 uohm cm
Oxide: 100 nm, 1.4 W/(m K)
Film heat conductivity: 20 W/(m K)
Nernst coefficient: 0.2 uV/K
Heat flux: 3.15e+06 W/m2
Peak temperature rise across oxide: 0.225 K
Nernst voltage, no shunting: 157.5 nV
Nernst shift: -0.308, -0.185 mT
Assumed B_K loss: 0.2 %/K; eta = 4.50e-04
Heating shift: 0.00068, 0.00045 mT
Oersted field inside h_F, magnitude: 0.094 mT
V1 curvature factor, 2 deg azimuth error: 0.9581
2 deg azimuth error, up state: 0.068, -0.027 mT
2 deg azimuth error, down state: -0.056, 0.041 mT
2 deg azimuth error, state average: 0.006, 0.007 mT
2 deg out-of-plane tilt, 100 mT window: 0.0018, 0.0012 mT
50 mT higher anisotropy, 100 mT window: -0.0046, -0.0044 mT
Torques times 1+sin^2(theta), 100 mT window: 0.0238, 0.0160 mT
Lag at 1 kHz, damping 0.1: 4.0e-07 rad
Rms thermal angle of whole cross at 300 K: 7.8e-04 rad
```
